# The iso-orbital indicator alpha and the SCAN interpolation conditions

## 1. What scaling and symmetry allow

Hartree atomic units are used. The system is closed-shell with real orbitals, \(n=2\sum_i\phi_i^2\) and \(\tau=\sum_i|\nabla\phi_i|^2\). A semilocal exchange energy density is built from \(n\), \(\nabla n\) and \(\tau\) at one point, and rotational invariance leaves \(|\nabla n|\). Under \(n\to\gamma^3n(\gamma\mathbf r)\) the exact exchange energy scales as \(\gamma\), as does \(\int n^{4/3}\), while \(|\nabla n|\) carries \(\gamma^4\) and \(\tau\) carries \(\gamma^5\). Three scalars and one scale leave two invariant ratios:
\[ E_x=\int A_x n^{4/3}F\,d^3r,\qquad s=\frac{|\nabla n|}{2k_Fn},\qquad t=\frac{\tau}{\tau_{\rm unif}}, \]
with \(k_F=(3\pi^2n)^{1/3}\), \(A_x=-\tfrac34(3/\pi)^{1/3}=-0.73856\), \(\tau_{\rm unif}=\tfrac3{10}k_F^2n=C_Fn^{5/3}\), \(C_F=2.87123\). The uniform gas has \(F=1\). Let \(p=s^2\), \(q=\nabla^2n/(4k_F^2n)\) and \(\tau_W=|\nabla n|^2/8n\). Since \(|\nabla n|^2=4k_F^2n^2p\), \(\tau_W=\tfrac12k_F^2np=\tfrac53p\,\tau_{\rm unif}\), and
\[ \alpha=\frac{\tau-\tau_W}{\tau_{\rm unif}}=t-\tfrac53p \]
may replace \(t\). Scaling does not prefer \(\alpha\) to \(t\); section 2 does, because \(\alpha=0\) is the edge of the allowed region at every \(s\). SCAN writes
\[ F=\big[h^1(s,\alpha)+f(\alpha)\,(h^0-h^1)\big]g(s),\qquad \varepsilon_c=\varepsilon^1+f_c(\alpha)(\varepsilon^0-\varepsilon^1). \]

## 2. One orbital, then many

For one doubly occupied orbital \(\nabla n=4\phi\nabla\phi\), so \(\tau_W=16\phi^2|\nabla\phi|^2/16\phi^2=\tau\) and \(\alpha=0\). For many orbitals \(n\tau=2\sum_i\phi_i^2\sum_j|\nabla\phi_j|^2\) and \(n\tau_W=2|\sum_i\phi_i\nabla\phi_i|^2\). Expanding the square in \(\sum_{i<j}|a_i\mathbf b_j-a_j\mathbf b_i|^2\) gives \(\sum_ia_i^2\sum_j|\mathbf b_j|^2-|\sum_ia_i\mathbf b_i|^2\), the \(i=j\) terms cancelling between the two pieces. Hence
\[ \tau-\tau_W=\frac2n\sum_{i<j}|\phi_i\nabla\phi_j-\phi_j\nabla\phi_i|^2\ \ge0. \tag{1} \]
Where \(\phi_i\ne0\) a term equals \(\phi_i^4|\nabla(\phi_j/\phi_i)|^2\), so \(\alpha=0\) at a point means that the ratio of every orbital to an orbital that is nonzero there is stationary. Rotations among occupied orbitals leave \(n\) and \(\tau\), hence the sum, unchanged. Test: for neon (restricted Hartree–Fock, aug-cc-pVDZ, so no correlation and a finite basis) the pair sum equals \(\tau-\tau_W\) from the density matrix at 40 random points, before and after a random rotation.

## 3. Slowly varying density

Take noninteracting electrons in a smooth potential \(v\) with chemical potential \(\mu\), and \(k^2=2(\mu-v)>0\) everywhere. Assume a local gradient expansion exists. From \(\nabla^2n=4\sum|\nabla\phi|^2+4\sum\phi\nabla^2\phi\) and the orbital equation,
\[ \tau=\tfrac14\nabla^2n+\tau',\qquad \tau'=2\sum_i(\epsilon_i-v)\phi_i^2=\int^\mu(\epsilon-v)\frac{\partial n}{\partial\epsilon}d\epsilon=\tfrac12k^2n-\int^\mu n\,d\epsilon . \]
The density \(n(\mu,\mathbf r)\) is needed to second order. The Lindhard function is \(\delta n=-\chi\,\delta v\), \(\chi=\frac{k}{\pi^2}\big[\tfrac12+\frac{1-\eta^2}{4\eta}\ln\frac{1+\eta}{1-\eta}\big]\), \(\eta=G/2k\). With \(\ln=2\eta+\tfrac23\eta^3\) the bracket is \(1-\eta^2/3=1-G^2/12k^2\), and \(G^2\to-\nabla^2\) gives the term \(-\nabla^2v/(12\pi^2k)\). The \(|\nabla v|^2\) term follows because \(n=\delta\Omega/\delta v\). After integration by parts the second-order grand potential is \(\int c(\mu-v)|\nabla v|^2\), whose derivative is \(-c'|\nabla v|^2-2\nabla\!\cdot(c\nabla v)=c'|\nabla v|^2-2c\nabla^2v\), with \(c'=\partial c/\partial\mu\). Matching gives \(c=1/(24\pi^2k)\), and \(dk/d\mu=1/k\) gives \(c'=-1/(24\pi^2k^3)\):
\[ n=\frac{k^3}{3\pi^2}-\frac{\nabla^2v}{12\pi^2k}-\frac{|\nabla v|^2}{24\pi^2k^3}. \]
With \(d\epsilon=k\,dk\) the primitives of \(k^3,k^{-1},k^{-3}\) are \(k^5/5,\ k,\ -1/k\); a \(k\)-independent constant would have the wrong dimension. Then
\[ \tau'=\frac{k^5}{\pi^2}\Big(\frac16-\frac1{15}\Big)+\frac{k\nabla^2v}{\pi^2}\Big(\frac1{12}-\frac1{24}\Big)-\frac{|\nabla v|^2}{\pi^2k}\Big(\frac1{48}+\frac1{24}\Big). \]
The reference \(\tau_{\rm unif}\) is evaluated at the full \(n\). Since \(d\tau_{\rm unif}/dn=k^2/2\), it equals \(k^5/10\pi^2-k\nabla^2v/24\pi^2-|\nabla v|^2/48\pi^2k\), so \(\tau'-\tau_{\rm unif}=k\nabla^2v/12\pi^2-|\nabla v|^2/24\pi^2k\). At leading order \(\nabla n=-k\nabla v/\pi^2\), which gives \(\nabla^2n=-k\nabla^2v/\pi^2+|\nabla v|^2/\pi^2k\) and \(|\nabla n|^2/n=3|\nabla v|^2/\pi^2k\). Eliminating \(v\), \(\tau'-\tau_{\rm unif}=-\tfrac1{12}\nabla^2n+(\tfrac1{12}-\tfrac1{24})\tfrac13|\nabla n|^2/n\), and adding \(\tfrac14\nabla^2n\),
\[ \tau=\tau_{\rm unif}+\tfrac19\tau_W+\tfrac16\nabla^2n . \]
Now \(\tfrac16\nabla^2n=\tfrac23k_F^2nq=\tfrac{20}9q\,\tau_{\rm unif}\) and \((\tfrac19-1)\tfrac53=-\tfrac{40}{27}\), so
\[ \alpha-1=\tfrac{20}9q-\tfrac{40}{27}p+O(\nabla^4). \tag{2} \]
Inside an energy integral \(q\) is not independent of \(p\). Both \(n^{4/3}q\) and \(n^{4/3}p\) carry \(1/[4(3\pi^2)^{2/3}]\), times \(n^{-1/3}\nabla^2n\) and \(n^{-4/3}|\nabla n|^2\). By parts, for a periodic system, \(\int n^{-1/3}\nabla^2n=\tfrac13\int n^{-4/3}|\nabla n|^2\). So
\[ \int n^{4/3}(\alpha-1)=\Big(\tfrac{20}{27}-\tfrac{40}{27}\Big)\int n^{4/3}p=-\tfrac{20}{27}\int n^{4/3}p. \tag{3} \]
Test: Bloch sums for \(\mu=0.5\) Ha in \(v=0.1\cos Gx\) Ha give \(n\) and \(\tau\) without any expansion. With the potential off, \(|\alpha-1|\) is at rounding level. Fits of \(\alpha-1\) to \(q\) and \(p\), extrapolated to \(G\to0\), give 2.22222 and −1.48148, and the ratio in (3) gives −0.74074. The remainder of (2) falls from \(8.16\times10^{-7}\) to \(5.09\times10^{-8}\) when \(G\) goes from 0.1 to 0.05 bohr⁻¹, the factor 16 of a fourth-order term. The derivation does not cover classical turning points, where \(k\to0\).

## 4. Overlap regions and tails

Let two mirror-image fragments each hold one doubly occupied orbital, \(a\) and \(b\), with overlap \(S\), and freeze them. The orthonormal pair is \(\phi_\pm=(a\pm b)/\sqrt{2(1\pm S)}\). Since \((a+b)\nabla(a-b)-(a-b)\nabla(a+b)=-2(a\nabla b-b\nabla a)\), equation (1) gives
\[ \tau-\tau_W=\frac2n\,\frac{|a\nabla b-b\nabla a|^2}{1-S^2}. \]
Inside fragment \(a\) this is second order in the small \(b\), and \(\alpha\approx0\). Let both orbitals also be symmetric about the axis \(z\) joining the fragments; mirror symmetry alone would leave a transverse gradient. At the midpoint on that axis \(a=b\), \(b_z=-a_z\), transverse gradients vanish, \(\phi_-=0\), \(n=4a^2/(1+S)\) and \(\nabla n=0\). The numerator is \(4a^2a_z^2\), so \(\tau=2a_z^2/(1-S)\). With \(\kappa=|a_z/a|\),
\[ \alpha_{\rm mid}=\frac{\kappa^2}{2C_F}\,\frac{1+S}{1-S}\,n^{-2/3}. \tag{4} \]
The kinetic energy per electron stays near \(\kappa^2/2\), set by the decay of the orbitals, while that of the gas, \(C_Fn^{2/3}\), goes to zero as the fragments separate. So \(\alpha\to\infty\) at a point with \(s=0\). The centre of an isolated two-electron bond also has \(s=0\), with \(\alpha=0\), and the uniform gas has \(s=0\) with \(\alpha=1\). A function of \(s\) alone assigns one value to all three.

The converse is false: large \(\alpha\) does not identify an overlap. Take a closed shell \(R(r)Y_{lm}\). The sum \(\sum_mY_{lm}^2=(2l+1)/4\pi\) is constant, so its angular Laplacian vanishes, \(0=2\sum|\nabla_\Omega Y|^2-2l(l+1)\sum Y^2\). Then \(n=2R^2(2l+1)/4\pi\), \(\tau=[R'^2+l(l+1)R^2/r^2](2l+1)/4\pi\) and \(\tau_W=nR'^2/2R^2\) removes the radial part:
\[ \tau-\tau_W=\frac{l(l+1)}{2r^2}\,n,\qquad \alpha=\frac{l(l+1)}{2C_F\,r^2n^{2/3}}, \]
which diverges in an exponential tail when \(l>0\). This is tested on the three 2p orbitals of neon. For the whole atom in the same aug-cc-pVDZ basis \((\tau-\tau_W)r^2/n=1.027\) at 3 bohr against 1 for a pure p shell, and \(\alpha=1.27,\ 5.33,\ 25.2\) at \(r=2,3,4\) bohr. The growth is the point here; the values depend on how well the Gaussians describe the tail. Near the Hartree–Fock limit they become 1.29, 4.93 and 19.0, and the ratio at 3 bohr becomes 1.018. The same atom has \(\alpha<0.02\) at 0.05 bohr, about 2.4 at 0.3 bohr and about 0.51 at 0.6 bohr, so \(\alpha>1\) also occurs well inside. At 0.3 bohr \(s\approx0.7\), and in the tail \(s\) is well above 1, though its exact value is sensitive to the basis; among these cases the overlap midpoint is singled out by large \(\alpha\) together with \(s\approx0\).

For s shells let \(\phi_{\rm out}\sim e^{-\kappa_or}\) dominate and \(\phi_{\rm in}\sim e^{-\kappa_ir}\) be next. Then \(n\approx2\phi_{\rm out}^2\) and the leading pair term is \(\phi_{\rm in}^2\phi_{\rm out}^2(\kappa_i-\kappa_o)^2\), so \(\alpha\propto\phi_{\rm in}^2/\phi_{\rm out}^{10/3}\). It vanishes if \(\kappa_i>\tfrac53\kappa_o\) and diverges if \(\kappa_i<\tfrac53\kappa_o\). Hydrogenic orbitals with \(Z=1\) go as \(r^{m-1}e^{-r/m}\). The model 1s²2s² has \(\alpha\sim r^{-10/3}e^{-r/3}\), with logarithmic slope \(-\tfrac13-\tfrac{10}{3\cdot600}=-0.33889\) bohr⁻¹ at 600 bohr; direct evaluation gives −0.33892. The model 1s²2s²3s² has \(\alpha\sim r^{-14/3}e^{r/9}\), slope 0.10333 predicted and 0.10323 found.

## 5. The condition at \(\alpha=0\)

For two electrons in one orbital \(E_x=-\iint\phi^2\phi'^2/|\mathbf r-\mathbf r'|=-U/2\), with \(U=\tfrac12\iint nn'/|\mathbf r-\mathbf r'|\). Let \(I=\int n^{4/3}\) and \(N=\int n\). The ratio \(U/(N^{2/3}I)\) is unchanged by \(n\to cn\) and by uniform scaling; call its supremum \(C\). That a spherical maximiser exists is assumed here. Stationarity of \(\ln U-\tfrac23\ln N-\ln I\) where \(n>0\) gives
\[ v_H=\frac{4U}{3I}\,n^{1/3}+\frac{2U}{3N}. \]
Use the two invariances to set \(n(0)=1\) and \(4U/3I=4\pi\), and write \(n=\theta^3\). Poisson's equation \(\nabla^2v_H=-4\pi n\) becomes \(\nabla^2\theta=-\theta^3\), the Lane–Emden equation of index 3, whose solution ends at a zero \(\xi_1=6.89685\). Gauss's theorem gives \(N=4\pi\omega\), \(\omega=-\xi_1^2\theta'(\xi_1)=2.01824\). The normalisation itself says \(U=3\pi I\), so
\[ C=\frac{3\pi}{(4\pi\omega)^{2/3}}=\frac{9.4248}{25.362^{2/3}}=1.09182 . \]
Tests: radial quadrature of \(U\), \(N\), \(I\) gives the same number, the ratio is stationary and drops under three shape perturbations of either sign, and Gaussian and exponential densities give 1.08866 and 1.08488. For \(N=2\), \(|E_x|\le\tfrac12C\,2^{2/3}I\), so
\[ \frac{E_x}{E_x^{\rm LDA}}\le h^*=\frac{2^{-1/3}C}{|A_x|}=\frac{0.79370\times1.09182}{0.73856}=1.17333 . \]
A pointwise \(F(s,0)\le h^*\) is sufficient for this integrated bound. SCAN takes \(h^0=1.174\), which is 0.0007 above \(h^*\), so its pointwise guarantee is slightly looser than the sharp bound. On the maximising density SCAN gives 1.16599, below \(h^*\) because \(g<1\). This does not hold for every two-electron density. For a nearly uniform ball with a sharp edge \(g\approx1\) over almost all the weight, and the ratio tends to \(h^0\); with a Fermi-function edge of width \(10^{-5}\) of the radius it is 1.1738, above \(h^*\).

The shape of \(g\) comes from compression, \(n\to\lambda n(\lambda x,y,z)\). Then \(I\to\lambda^{1/3}I\), and where the \(x\) gradient dominates \(s\to\lambda^2/\lambda^{4/3}=\lambda^{2/3}\) times a fixed function. A large-\(s\) law \(F\sim s^{-\nu}\) with \(\nu<1\) gives \(E_x\sim\lambda^{(1-2\nu)/3}\). For \(\nu\ge1\) the integral of \(s^{-\nu}\) diverges at the plane where the \(x\) gradient vanishes, so this exponent no longer holds, but \(E_x\) still tends to zero. The exact \(-U/2\) tends to the finite nonzero Coulomb energy of a sheet, so within power laws \(\nu=\tfrac12\). SCAN uses \(g=1-\exp(-a_1s^{-1/2})\), which lies between 0 and 1, tends to \(a_1s^{-1/2}\), and differs from 1 at small \(s\) by less than any power of \(s\). For a two-electron Gaussian the local energy grows tenfold between \(\lambda=10^{12}\) and \(10^{15}\), while SCAN moves from −11.11 to −11.14 Ha. The exact limit is −1.2533 Ha. The power is right and the coefficient is about nine times too large; at \(\lambda=1\) SCAN gives −0.79506 against −0.79788 Ha. The coefficient is proportional to \(h^0a_1\), and \(a_1\) is spent elsewhere, on hydrogen.

For hydrogen \(E_x=-U=-5/16\) Ha, and spin scaling gives \(E_x[n,0]=\tfrac12E_x[2n]\). The local value is −0.268037 Ha, times 1.174 is −0.314676 Ha, so \(g\) must remove \(1-0.3125/0.314676=0.7\%\). The root is \(a_1=4.9487\). The published 4.9479 differs in the fourth figure, and gives −0.312499 Ha (−8.5035 eV), \(1.5\times10^{-6}\) Ha from the target.

At \(\alpha=0\), \(F/g=h^0-[1-f(0)](h^0-h^1)\). With \(h^1<h^0\), \(f(0)>1\) would break the pointwise bound \(F\le h^0\) at small \(s\), where \(g\approx1\). The value \(f(0)=1\) removes \(h^1\) and leaves \(F=h^0g\); for exchange this is an assignment of roles, since \(f(0)<1\) would also respect the bound. For correlation it is forced. A one-electron density has \(\alpha=0\), polarisation \(|\zeta|=1\) and no correlation. SCAN builds \(\varepsilon^0(|\zeta|=1)=0\), leaving \(\varepsilon_c=[1-f_c(0)]\varepsilon^1\), and \(\varepsilon^1\ne0\), so \(f_c(0)=1\). Test: hydrogen gives \(|E_c|\) of order \(10^{-11}\) Ha, and −0.01189 Ha when \(\tau\) is raised artificially to put \(\alpha\) near 1.

## 6. The conditions at \(\alpha=1\)

The exchange gradient expansion is taken as an input and is not derived here:
\[ F=1+\mu_2p+\tfrac{146}{2025}q^2-\tfrac{73}{405}pq+0\cdot p^2,\qquad\mu_2=\tfrac{10}{81}, \]
where the zero coefficient of \(p^2\) is an estimate. The conditions on \(f\) do not depend on these values; the constants of \(h^1\) do. Let \(u=1-\alpha\). Inverting (2), \(q=-\tfrac9{20}u+\tfrac23p\), with an \(O(\nabla^4)\) error that enters \(q^2\) and \(pq\) at sixth order. Then \(q^2=\tfrac{81}{400}u^2-\tfrac35pu+\tfrac49p^2\), and
\[ u^2:\ \tfrac{146}{2025}\cdot\tfrac{81}{400}=\tfrac{73}{5000},\qquad pu:\ -\tfrac{584}{13500}+\tfrac{1095}{13500}=\tfrac{511}{13500},\qquad p^2:\ \tfrac{584}{18225}-\tfrac{2190}{18225}=-\tfrac{1606}{18225}. \]
SCAN takes \(h^1=1+k_1-k_1/(1+x/k_1)=1+x-x^2/k_1+\dots\), with
\[ x=\mu_2p+b_4p^2e^{-b_4p/\mu_2}+\big(b_1p+b_2ue^{-u^2/2}\big)^2 . \]
Its fourth-order part is \((b_4+b_1^2-\mu_2^2/k_1)p^2+2b_1b_2\,pu+b_2^2u^2\). Matching with the fitted \(k_1=0.065\) gives \(b_2=0.120830\), \(b_1=511/(27000\,b_2)=0.156632\) and \(b_4=0.234486-0.088121-0.024534=0.12183\). No term linear in \(u\) appears, so the fourth-order part of \(\alpha\) is not needed.

Since \(h^1\) carries the whole expansion, \(f(h^0-h^1)\) must add nothing through fourth order. Write \(\alpha-1=y_2+y_4\) by gradient order and expand \(f\) about 1.

- Order 0: the uniform gas has \(F=1+f(1)(h^0-1)\), so \(f(1)=0\).
- Order 2: the extra term is \((h^0-1)f'(1)\,y_2\). By (3) it does not integrate away; it shifts \(\mu_2\to\mu_2-\tfrac{20}{27}(h^0-1)f'(1)\). So \(f'(1)=0\).
- Order 4: the extra term is \((h^0-1)[f'y_4+\tfrac12f''y_2^2]-f'y_2\mu_2p\). With \(f'=0\) what remains is a square, \(\int n^{4/3}y_2^2>0\), so \(f''(1)=0\).

The third derivative enters at sixth order and is not constrained. A form with nonzero \(f'\) or \(f''\) would have to cancel these terms inside \(h^1\). SCAN takes
\[ f=e^{-c_1\alpha/(1-\alpha)}\ (\alpha<1),\qquad f=-d\,e^{c_2/(1-\alpha)}\ (\alpha>1), \]
with \((c_1,c_2,d)=(0.667,0.8,1.24)\) for exchange and \((0.64,1.5,0.7)\) for correlation. With \(\delta=|1-\alpha|\), each derivative is a polynomial in \(1/\delta\) times \(e^{-c/\delta}\), which tends to zero, so all derivatives vanish at 1. That is more than the three conditions ask. Sample values are \(f_x=0.513,\ 0.00247,\ -0.000416,\ -0.557\) at \(\alpha=0.5,\ 0.9,\ 1.1,\ 2\).

Tests on the modulated gas, with \(\alpha\) from the Bloch sums. SCAN gives \(\mu_2=0.12346\). The substitute \(f=1-\alpha\) has \(f'=-1\) and should give \(0.12346+0.174\times0.74074=0.25235\); it does. Pointwise, SCAN minus the expansion is \(6.28\times10^{-11}\) at \(G=0.1\) and \(9.71\times10^{-13}\) at 0.05 bohr⁻¹, a ratio of 65, close to the 64 of a sixth-order term. The substitute \(f=(1-\alpha)^2\) adds \(0.174\,u^2\). In a weak potential \(u\) is first order in the amplitude and \(p\) second, so the ratio to the true fourth-order energy tends to \(0.174/0.0146=11.9\); at this amplitude, where the \(pu\) and \(p^2\) terms in the denominator count, it is 13.37.

## 7. The condition at \(\alpha\to\infty\)

Section 4 shows that \(\alpha\) has no upper limit, so \(f\) must be controlled on the whole half-line. As \(b_4>0\), \(x\ge0\), and \(h^1=1+x/(1+x/k_1)\) lies in \([1,1+k_1)\), below \(h^0\). Two pointwise requirements follow.

Upper: \(h^0-F/g=(1-f)(h^0-h^1)\ge0\) when \(f\le1\), and \(g\le1\) then gives \(F\le h^0\). Section 5 supports a bound of this size at \(\alpha=0\); its use for \(\alpha>0\) is a conjecture imposed on the form.

Lower: \(E_x\le0\) for every density is guaranteed by \(F\ge0\), that is \(f\ge-h^1/(h^0-h^1)\). The ratio \(h^1/(h^0-h^1)\) grows with \(h^1\), so the tightest case is \(h^1=1\), and this is approached at \(s=0\), \(\alpha\to\infty\), where \(ue^{-u^2/2}\to0\). That is the midpoint of (4). So
\[ -\frac1{h^0-1}\le f(\infty)\le1,\qquad \frac1{0.174}=5.7471 . \]
A monotonic \(f\) within these limits has a finite limit at infinity. The linear continuation \(f=1-\alpha\) is excluded: at \(s=0\) it makes \(F\) negative beyond \(\alpha=6.7471\), a value the example below exceeds. These conditions fix neither the sign nor the size of \(f(\infty)\). The value \(-d_x=-1.24\) is fitted, like \(c_1\), \(c_2\) and \(k_1\), and lies well inside the interval. For large \(\alpha\), \(e^{c_2/(1-\alpha)}\approx1-c_2/\alpha\), so \(f\approx-d+dc_2/\alpha\) and \(F(0,\infty)=1-1.24\times0.174=0.78424\). Tests against the libxc implementation confirm this value, the \(1/\alpha\) term at \(\alpha=10^3\), and \(0<F\le1.174\) on a grid with \(s\le50\), \(\alpha\le10^6\), where the smallest value is 0.468.

For correlation with \(\varepsilon^0,\varepsilon^1\le0\), the range \(0\le f_c\le1\) is a weighted mean and stays nonpositive. At \(f_c=-d_c\), \(\varepsilon_c=-(1+d_c)|\varepsilon^1|+d_c|\varepsilon^0|\le0\) needs \(|\varepsilon^0|/|\varepsilon^1|\le1+1/d_c=2.43\). On an unpolarised grid, \(0.05\le r_s\le50\) bohr and \(0.05\le s\le20\), the largest ratio is 0.877, reached at the corner \(r_s=0.05\) bohr, \(s=20\); extending the grid to \(r_s=10^{-3}\) bohr and \(s=300\) raises it to 0.893. Being below 1, it sets no limit on \(d_c\) on these grids.

## 8. Worked example: collinear H₂···H₂

Orbitals are restricted Hartree–Fock in aug-cc-pVDZ, with bond length 1.4 bohr and centre separation \(R\). This level omits correlation and describes tails by Gaussians; it supplies \(n\) and \(\tau\), not a binding energy.

At \(R=7\) bohr the bond centre has \(n=0.2595\) bohr⁻³, \(s=2.7\times10^{-4}\), \(\alpha=7.5\times10^{-6}\), so \(f\approx1\), \(g\approx1\) and \(F=1.1740\). A near-complete basis raises this \(n\) by 4%, to 0.271 bohr⁻³, and changes \(s\) and \(\alpha\) by 20–30%, which leaves \(F\) unchanged. The midpoint has \(s=0\) by symmetry, \(n=1.071\times10^{-3}\) bohr⁻³ and \(\tau=7.301\times10^{-4}\) Ha bohr⁻³. Then
\[ \tau_{\rm unif}=2.87123\times(1.071\times10^{-3})^{5/3}=3.219\times10^{-5},\qquad \alpha=\frac{7.301\times10^{-4}}{3.219\times10^{-5}}=22.7, \]
\[ f=-1.24\,e^{-0.8/21.69}=-1.195,\qquad F=1-1.195\times0.174=0.792 . \]
Equation (4), with monomer orbitals computed in the dimer basis, uses \(S=0.0152\), \(\kappa=1.1646\) bohr⁻¹, \(n=1.046\times10^{-3}\) bohr⁻³:
\[ \alpha=\frac{0.6781}{2.87123}\times\frac{1.0152}{0.9848}\times97.05=23.6 . \]
It is tested against the frozen density matrix built with the inverse overlap. Relative to the self-consistent \(\alpha\) of 11.0, 22.7 and 41.7 at \(R=6,7,8\) bohr, the frozen values 11.9, 23.6 and 42.7 are high by 8%, 4% and 2%; the difference is the orbital relaxation that freezing omits. These figures belong to this basis, because \(n\) and \(\tau\) at the midpoint come from Gaussian tails. In a near-complete basis the self-consistent \(\alpha\) is 10.3, 21.5 and 45.6, shifts of 5–9% of either sign that move \(F\) by about 0.001 or less, and the frozen values are high by 11%, 6% and 3%. This relative difference falls roughly as \(R^{-4}\) between 6 and 10 bohr, much more slowly than \(S\). Such a power law is consistent with polarisation of each molecule by the quadrupole field of the other, which does not require overlap. Over the same range \(F\) at the midpoint goes 0.801, 0.792, 0.788 toward 0.784. A fourfold change in \(\alpha\) moves \(F\) by 0.012, so the enhancement factor there is governed by the fitted \(d_x\), whereas the 1.174 at the bond centre rests on the two-electron bound. The remaining figures are in the numerical output below.

## Numbers as computed

```
CF=2.87123 AX=-0.73856; inputs h0=1.174 k1=0.065 a1=4.9479 fx=(0.667, 0.8, 1.24) fc=(0.64, 1.5, 0.7)
coeff p^2=-1606/18225 p(1-a)=511/13500 (1-a)^2=73/5000; b1=0.156632 b2=0.120830 b4=0.121832
Ne r/bohr [0.05 0.3  0.6  1.   2.   3.   4.  ] 
Ne alpha  [1.3000e-02 2.4060e+00 5.1000e-01 4.2400e-01 1.2660e+00 5.3260e+00
 2.5194e+01] 
Ne s      [ 0.523  0.699  0.407  0.726  1.809  6.8   13.735]
Ne (tau-tauW) r^2/n at r=3 bohr: 1.027 (pure p shell: 1)
1s..2s shells: dln(alpha)/dr(600)=-0.33892 pred=-0.33889 limit=-0.33333 1/bohr
1s..3s shells: dln(alpha)/dr(600)=0.10323 pred=0.10333 limit=0.11111 1/bohr
uniform gas: n=0.033774 bohr^-3, max|alpha-1|=4.4e-16
G=0.2/bohr max|a-1|=1.03e-02 resid=1.32e-05 fit cq=2.2202 cp=-1.4775
   max 4th-order F=1.56e-06, SCAN minus expansion=4.18e-09
G=0.1/bohr max|a-1|=2.60e-03 resid=8.16e-07 fit cq=2.2217 cp=-1.4805
   max 4th-order F=9.86e-08, SCAN minus expansion=6.28e-11
G=0.05/bohr max|a-1|=6.51e-04 resid=5.09e-08 fit cq=2.2221 cp=-1.4812
   max 4th-order F=6.18e-09, SCAN minus expansion=9.71e-13
G->0 cq: 2.22222 predicted 2.22222
G->0 cp: -1.48148 predicted -1.48148
G->0 <a-1>/<p>: -0.74074 predicted -0.74074
G->0 mu SCAN: 0.12346 predicted 0.12346
G->0 mu with f=1-a: 0.25235 predicted 0.25235
f=(1-a)^2: spurious/true fourth-order energy = 13.37
f_x at 0,0.5,0.9,0.99,1.1,2,10: 1 0.513 0.00247 2.1e-29 -0.000416 -0.557 -1.13
xi1=6.89685 omega=2.01824 C formula=1.09182 quadrature=1.09182
C Gaussian=1.08866 exponential=1.08488; h*=1.17333; SCAN Ex/ExLDA there=1.16599
H: U=0.312500 Ha, ExLSDA=-0.268037 Ha, h0*ExLSDA=-0.314676 Ha, a1 root=4.9487
H: Ex SCAN=-0.312499 Ha = -8.5035 eV; Ec(a=0)=-8.2e-12 Ha, Ec(forced a~1)=-0.01189 Ha
lam=1e+00: Ex LDA=-0.68199 SCAN=-0.79506 -U/2=-0.79788 Ha
lam=1e+03: Ex LDA=-6.8199 SCAN=-5.13096 -U/2=-1.25252 Ha
lam=1e+12: Ex LDA=-6819.9 SCAN=-11.10934 -U/2=-1.25331 Ha
lam=1e+15: Ex LDA=-68199 SCAN=-11.14055 -U/2=-1.25331 Ha
max F=1.17400 min F=0.4680; F(s->0,a=1e6)=0.78424; 1-d(h0-1)=0.78424
largest allowed d_x=5.7471; f=1-a makes F<0 beyond alpha=6.7471
correlation (zeta=0 grid): max|e0|/|e1|=0.8772, allowed 1+1/dc=2.4286
H2..H2 bond 1.4 bohr; n in bohr^-3, kappa in 1/bohr, R in bohr
R=6.0 bond: n=0.2597 s=3.3e-04 alpha=5.5e-05 F=1.1740
   mid: n=3.440e-03 tau=2.475e-03 Ha/bohr^3 s=8e-14 alpha=10.995 f=-1.1446 F=0.8008
   frozen: S=0.0355 kappa=1.1881 n=3.314e-03 alpha=11.873
R=7.0 bond: n=0.2595 s=2.7e-04 alpha=7.5e-06 F=1.1740
   mid: n=1.071e-03 tau=7.301e-04 Ha/bohr^3 s=6e-13 alpha=22.692 f=-1.1951 F=0.7921
   frozen: S=0.0152 kappa=1.1646 n=1.046e-03 alpha=23.632
R=8.0 bond: n=0.2594 s=2.1e-04 alpha=9.4e-07 F=1.1740
   mid: n=3.538e-04 tau=2.119e-04 Ha/bohr^3 s=5e-13 alpha=41.683 f=-1.2159 F=0.7884
   frozen: S=0.0064 kappa=1.0948 n=3.484e-04 alpha=42.697
```
